# Why tree diagrams in spinor QED have symmetry factor one: test program

```python
"""Result under test: every connected tree diagram of spinor QED with labelled
external points has symmetry factor 1.

n = number of vertices, f = number of open electron lines, p = number of
external photons.  A contraction pairs each psi with a psibar and each photon
field A with another A.  A diagram is a class of contractions that differ only
by renaming vertices; its weight is (members of the class)/n!, and its
symmetry factor is the inverse of that weight.
Numerical example: hbar = c = m = 1, coupling factor e^3 removed.
"""
from collections import defaultdict
from itertools import permutations, product
from math import factorial
import numpy as np


def matchings(items):
    """All ways to join the items in pairs."""
    if not items:
        yield []
        return
    for i in range(1, len(items)):
        for rest in matchings(items[1:i] + items[i + 1:]):
            yield [(items[0], items[i])] + rest


def connected(node_count, edges):
    neighbours = defaultdict(set)
    for a, b in edges:
        neighbours[a].add(b)
        neighbours[b].add(a)
    seen, stack = {0}, [0]
    while stack:
        for b in neighbours[stack.pop()] - seen:
            seen.add(b)
            stack.append(b)
    return len(seen) == node_count


def diagram_key(directed, undirected, n):
    """Description of a graph that does not depend on the vertex names."""
    forms = []
    for perm in permutations(range(n)):
        def name(a):
            return perm[a] if a < n else a
        d = tuple(sorted((name(a), name(b)) for a, b in directed))
        u = tuple(sorted(tuple(sorted((name(a), name(b))))
                         for a, b in undirected))
        forms.append((d, u))
    return min(forms)


def fermion_sign(pairs):
    """Sign of reordering the fermion fields into adjacent psi psibar pairs."""
    flat = [position for pair in pairs for position in pair]
    inversions = sum(flat[i] > flat[j] for i in range(len(flat))
                     for j in range(i + 1, len(flat)))
    return -1 if inversions % 2 else 1


def qed_contractions(n, f, p):
    """Connected contractions: (electron edges, photon edges, fermion sign).

    Nodes: vertices, external psi, external psibar, external photons.
    Field order: external psi, then psibar psi of each vertex, external psibar.
    """
    vertices = list(range(n))
    psi = vertices + [n + i for i in range(f)]
    psibar = vertices + [n + f + i for i in range(f)]
    photon = vertices + [n + 2 * f + i for i in range(p)]
    psi_place = [f + 2 * v + 1 for v in vertices] + list(range(f))
    bar_place = [f + 2 * v for v in vertices] + [f + 2 * n + i for i in range(f)]
    photon_pairings = list(matchings(photon))
    for perm in permutations(range(n + f)):
        electron = [(psibar[j], psi[i]) for i, j in enumerate(perm)]
        sign = fermion_sign([(psi_place[i], bar_place[j])
                             for i, j in enumerate(perm)])
        for pairing in photon_pairings:
            if connected(n + 2 * f + p, electron + pairing):
                yield electron, pairing, sign


def qed_diagrams(n, f, p):
    """Diagram -> list of the fermion signs of its contractions."""
    classes = defaultdict(list)
    for electron, pairing, sign in qed_contractions(n, f, p):
        classes[diagram_key(electron, pairing, n)].append(sign)
    return classes


def cubic_scalar_diagrams(n, external):
    """Diagram -> number of contractions for vertices phi^3 without 1/3!."""
    legs = [(v, k) for v in range(n) for k in range(3)]
    legs += [(n + i, 0) for i in range(external)]
    counts = defaultdict(int)
    for pairing in matchings(legs):
        edges = [(a[0], b[0]) for a, b in pairing]
        if connected(n + external, edges):
            counts[diagram_key([], edges, n)] += 1
    return counts


# Classical field equations with unit propagators and commuting sources:
# u = 1 + A u, A = J + x u^2.  Array index [power of x, power of J].
X_MAX, J_MAX = 2, 4


def multiply(a, b):
    c = np.zeros_like(a)
    for i, j in product(range(X_MAX + 1), range(J_MAX + 1)):
        c[i:, j:] += a[i, j] * b[:X_MAX + 1 - i, :J_MAX + 1 - j]
    return c


one = np.zeros((X_MAX + 1, J_MAX + 1), dtype=np.int64)
one[0, 0] = 1
source_J, source_x = np.zeros_like(one), np.zeros_like(one)
source_J[0, 1] = 1
source_x[1, 0] = 1
u_field, A_field = np.zeros_like(one), np.zeros_like(one)
for _ in range(30):
    u_field, A_field = (one + multiply(A_field, u_field),
                        source_J + multiply(source_x, multiply(u_field, u_field)))
assert np.array_equal(u_field, one + multiply(A_field, u_field))

print("QED trees (pure counts):")
print(" f  p  n  contractions  diagrams  per diagram  n!  classical count")
for f, p in [(1, 1), (1, 2), (2, 0), (1, 3), (2, 1), (1, 4), (2, 2), (3, 0)]:
    n = 2 * f + p - 2
    classes = qed_diagrams(n, f, p)
    sizes = {len(signs) for signs in classes.values()}
    total = sum(len(signs) for signs in classes.values())
    classical = (factorial(f) * factorial(f - 1) * factorial(p)
                 * int(u_field[f - 1, p]))
    assert sizes == {factorial(n)}
    assert all(len(set(signs)) == 1 for signs in classes.values())
    assert len(classes) == classical
    print(f"{f:2d} {p:2d} {n:2d} {total:13d} {len(classes):9d} "
          f"{min(sizes):12d} {factorial(n):3d} {classical:16d}")

moller_signs = sorted(signs[0] for signs in qed_diagrams(2, 2, 0).values())
assert moller_signs == [-1, 1]
print("fermion signs of the two electron-electron trees:", moller_signs)

print("Connected QED loop diagrams with external points (pure counts):")
for n, f, p in [(2, 1, 0), (2, 0, 2), (3, 1, 1), (4, 1, 0)]:
    classes = qed_diagrams(n, f, p)
    sizes = {len(signs) for signs in classes.values()}
    assert sizes == {factorial(n)}
    print(f" n={n} f={f} p={p}: diagrams {len(classes)}, "
          f"contractions per diagram {min(sizes)}, n! = {factorial(n)}")

vacuum_sizes = [len(signs) for signs in qed_diagrams(2, 0, 0).values()]
assert vacuum_sizes == [1, 1]
print("QED vacuum diagrams at n=2: contractions per diagram", vacuum_sizes)
print(" their symmetry factors:", [factorial(2) // s for s in vacuum_sizes])

scalar_tree = cubic_scalar_diagrams(2, 4)
scalar_loop = cubic_scalar_diagrams(2, 2)
full_count = factorial(2) * factorial(3) ** 2
assert set(scalar_tree.values()) == {full_count}
assert set(scalar_loop.values()) == {full_count // 2}
print("phi^3, n=2: n! (3!)^n =", full_count)
print(" four-point trees, contractions per diagram:", list(scalar_tree.values()))
print(" two-point loops, contractions per diagram:", list(scalar_loop.values()))

# Three zero-momentum photons on an off-shell electron line.
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma0 = np.kron(pauli[2], np.eye(2))
gamma = [np.kron(1j * pauli[1], s) for s in pauli]
mass, energy, momentum = 1.0, 0.5, np.array([0.2, 0.3, 0.4])
p_slash = energy * gamma0 - sum(k * g for k, g in zip(momentum, gamma))
polarization_slash = [-g for g in gamma]
inverse_propagator = p_slash - mass * np.eye(4)
propagator = np.linalg.inv(inverse_propagator)

dyson_sum = np.zeros((4, 4), complex)
orderings = defaultdict(list)
for electron, pairing, sign in qed_contractions(3, 1, 3):
    following = dict(electron)
    photon_at = {min(pair): max(pair) - 5 for pair in pairing}
    value, order, node = propagator, [], following[4]
    while node != 3:
        k = photon_at[node]
        value = propagator @ polarization_slash[k] @ value
        order.append(k + 1)
        node = following[node]
    dyson_sum += sign * value
    orderings[tuple(order)].append(sign * value)
contraction_count = sum(len(v) for v in orderings.values())
weighted_sum = dyson_sum / factorial(3)


def mixed_derivative(h):
    total = np.zeros((4, 4), complex)
    for signs in product((1, -1), repeat=3):
        background = sum(s * h * e for s, e in zip(signs, polarization_slash))
        total += np.prod(signs) * np.linalg.inv(inverse_propagator - background)
    return total / (8 * h ** 3)


step = 2e-3
response = (4 * mixed_derivative(step) - mixed_derivative(2 * step)) / 3
difference = np.max(np.abs(response - weighted_sum))
assert difference < 1e-4  # finite-difference truncation and rounding
off_shell = energy ** 2 - momentum @ momentum - mass ** 2
trace_formula = -192 * np.prod(momentum) / off_shell ** 4
assert abs(np.trace(weighted_sum) - trace_formula) < 1e-10
assert abs(np.trace(response) - trace_formula) < 1e-3

print("Three soft photons on an electron line (hbar = c = m = 1, e^3 removed):")
print(f" energy {energy} m, momentum {momentum.tolist()} m")
print(f" p^2 - m^2 = {off_shell:.4f} m^2")
print(f" labelled contractions {contraction_count}, orderings {len(orderings)}")
for order, values in sorted(orderings.items()):
    assert len(values) == factorial(3)
    assert all(np.allclose(v, values[0]) for v in values)
    print(f" photon order {order}: copies {len(values)}, "
          f"trace {np.trace(values[0]).real:.6f} m^-4")
print(f" trace of all labelled contractions: {np.trace(dyson_sum).real:.6f} m^-4")
print(f" same divided by 3!: {np.trace(weighted_sum).real:.6f} m^-4")
print(f" trace from background-field derivative: {np.trace(response).real:.6f} m^-4")
print(f" trace from closed formula: {trace_formula:.6f} m^-4")
print(f" largest matrix-element difference: {difference:.1e} m^-4")
print("verified")
```

It prints:

```
QED trees (pure counts):
 f  p  n  contractions  diagrams  per diagram  n!  classical count
 1  1  1             1         1            1   1                1
 1  2  2             4         2            2   2                2
 2  0  2             4         2            2   2                2
 1  3  3            36         6            6   6                6
 2  1  3            48         8            6   6                8
 1  4  4           576        24           24  24               24
 2  2  4           960        40           24  24               40
 3  0  4           864        36           24  24               36
fermion signs of the two electron-electron trees: [-1, 1]
Connected QED loop diagrams with external points (pure counts):
 n=2 f=1 p=0: diagrams 2, contractions per diagram 2, n! = 2
 n=2 f=0 p=2: diagrams 1, contractions per diagram 2, n! = 2
 n=3 f=1 p=1: diagrams 6, contractions per diagram 6, n! = 6
 n=4 f=1 p=0: diagrams 10, contractions per diagram 24, n! = 24
QED vacuum diagrams at n=2: contractions per diagram [1, 1]
 their symmetry factors: [2, 2]
phi^3, n=2: n! (3!)^n = 72
 four-point trees, contractions per diagram: [72, 72, 72]
 two-point loops, contractions per diagram: [36, 36]
Three soft photons on an electron line (hbar = c = m = 1, e^3 removed):
 energy 0.5 m, momentum [0.2, 0.3, 0.4] m
 p^2 - m^2 = -1.0400 m^2
 labelled contractions 36, orderings 6
 photon order (1, 2, 3): copies 6, trace -0.656490 m^-4
 photon order (1, 3, 2): copies 6, trace -0.656490 m^-4
 photon order (2, 1, 3): copies 6, trace -0.656490 m^-4
 photon order (2, 3, 1): copies 6, trace -0.656490 m^-4
 photon order (3, 1, 2): copies 6, trace -0.656490 m^-4
 photon order (3, 2, 1): copies 6, trace -0.656490 m^-4
 trace of all labelled contractions: -23.633626 m^-4
 same divided by 3!: -3.938938 m^-4
 trace from background-field derivative: -3.938938 m^-4
 trace from closed formula: -3.938938 m^-4
 largest matrix-element difference: 1.2e-08 m^-4
verified
```
